# Zero-Point Averages of Molecular Properties, Tested on a Morse Dipole: test program

```python
"""Zero-point average of a property, tested by diagonalization.

Result under test (ground state, no rotation):
  <P> - P_e = sum_i P_i <Q_i> + (hbar/4) sum_i P_ii / w_i
  <Q_i>     = -(hbar / (4 w_i^2)) sum_j k_ijj / w_j
Q_i: mass-weighted normal coordinates; w_i: angular frequencies;
k_ijk: third derivatives of the potential; P_i, P_ij: derivatives of P.
Dimensionless one-mode form: <q> = -phi/(4 w), <q^2> = 1/2, with the
cubic constant phi and the harmonic quantum w both in energy units.

Part 1: three coupled modes, hbar = 1, anharmonicity scaled by lam.
Part 2: Morse oscillator V = D (1 - exp(-a x))^2, x = r - r_e, with the
dipole mu(r) = K r exp(-r/r_s); lengths in angstrom, energies in cm^-1,
dipoles in debye.  Lam = sqrt(2 m D)/(a hbar) is the Morse parameter.
"""
from itertools import permutations, product
import numpy as np
import scipy.sparse as sp
import sympy as sy
from scipy import constants as const
from scipy.linalg import eigh
from scipy.special import digamma, gammaln, polygamma

# ---------- Part 1: three coupled anharmonic modes ----------
freq = np.array([1.0, 1.4, 2.0])       # exact 2:1 match of modes 3 and 1
cubic_values = {(0, 0, 0): -0.9, (0, 0, 1): 0.4, (0, 0, 2): 0.7,
                (0, 1, 1): -0.5, (0, 1, 2): 0.6, (0, 2, 2): 0.8,
                (1, 1, 1): -1.1, (1, 1, 2): 0.3, (1, 2, 2): -0.6,
                (2, 2, 2): -1.5}
cubic = np.zeros((3, 3, 3))
for key, value in cubic_values.items():
    for perm in permutations(key):
        cubic[perm] = value
quartic = 2.0                          # fourth derivative along each mode
P1 = np.array([0.7, -0.4, 0.9])
P2 = np.array([[0.5, 0.3, -0.2], [0.3, -0.8, 0.4], [-0.2, 0.4, 0.6]])
P3 = np.array([0.5, 0.7, -0.3])        # diagonal third derivatives

n_basis = 10
ladder = np.diag(np.sqrt(np.arange(1, n_basis)), 1)
q_one = sp.csr_matrix((ladder + ladder.T) / np.sqrt(2))
number = sp.diags(np.arange(n_basis) + 0.5)
unit = sp.identity(n_basis)


def embed(operator, mode):
    """Operator of one mode in the three-mode product basis."""
    parts = [unit, unit, unit]
    parts[mode] = operator
    return sp.kron(sp.kron(parts[0], parts[1]), parts[2]).tocsr()


Q = [embed(q_one, i) / np.sqrt(freq[i]) for i in range(3)]
H_harm = sum(freq[i] * embed(number, i) for i in range(3))
V_cubic = sum(cubic[i, j, k] / 6 * (Q[i] @ Q[j] @ Q[k])
              for i, j, k in product(range(3), repeat=3))
V_quartic = sum(quartic / 24 * (q @ q @ q @ q) for q in Q)


def three_mode_averages(lam):
    """Ground-state means of Q_i, Q_i Q_j, the force and the property."""
    H = (H_harm + lam * V_cubic + lam**2 * V_quartic).toarray()
    H = (H + H.T) / 2
    _, vec = eigh(H, subset_by_index=[0, 0])
    v = vec[:, 0]
    qv = [q @ v for q in Q]
    m1 = np.array([v @ u for u in qv])
    m2 = np.array([[u @ w for w in qv] for u in qv])
    m3 = np.array([qv[i] @ (Q[i] @ qv[i]) for i in range(3)])
    gradient = (freq**2 * m1 + lam / 2 * np.einsum('ijk,jk->i', cubic, m2)
                + lam**2 * quartic / 6 * m3)
    shift = (lam * P1 @ m1 + lam**2 / 2 * np.sum(P2 * m2)
             + lam**3 / 6 * P3 @ m3)
    return m1, m2, gradient, shift


Q_mean = -np.array([sum(cubic[i, j, j] / freq[j] for j in range(3))
                    for i in range(3)]) / (4 * freq**2)
shift_formula = P1 @ Q_mean + np.sum(np.diag(P2) / freq) / 4

lams = (0.04, 0.02)
runs = [three_mode_averages(lam) for lam in lams]
for lam, (m1, m2, gradient, shift) in zip(lams, runs):
    assert np.max(np.abs(gradient)) < 1e-9
    # remainders are of relative order lam^2 with coefficients of order one
    assert np.max(np.abs(m1 / lam - Q_mean)) < 5 * lam**2
    assert np.max(np.abs(m2 - np.diag(0.5 / freq))) < 5 * lam**2
remainders = [run[3] / lam**2 - shift_formula for lam, run in zip(lams, runs)]
remainder_ratio = remainders[0] / remainders[1]
assert abs(remainder_ratio - 4) < 0.1

print("THREE MODES (hbar = 1, model units)")
print("formula <Q_i>/lam:", np.round(Q_mean, 6))
print("diagonalized, lam=0.02:", np.round(runs[1][0] / lams[1], 6))
print(f"formula property shift/lam^2: {shift_formula:.6f}")
for lam, run in zip(lams, runs):
    print(f"diagonalized shift/lam^2, lam={lam}: {run[3] / lam**2:.6f}")
print(f"remainder ratio on halving lam: {remainder_ratio:.3f}")
print(f"largest mean force, lam=0.04: {np.max(np.abs(runs[0][2])):.1e}")

# ---------- Part 2: Morse oscillator with a nonlinear dipole ----------
D, a, r_e = 40000.0, 2.0, 1.2          # cm^-1, 1/angstrom, angstrom
K, r_s = 2.0, 1.6                      # debye/angstrom, angstrom
mass_u = 1.0
# hbar^2/(2 m) in cm^-1 angstrom^2 for a mass of one unit
kin_unit = (const.hbar**2 / (2 * const.atomic_mass)
            / (const.h * const.c * 100) / 1e-20)

xs = sy.symbols('x', real=True)
V_sym = D * (1 - sy.exp(-a * xs))**2
mu_sym = K * (r_e + xs) * sy.exp(-(r_e + xs) / r_s)
V2, V3 = [float(sy.diff(V_sym, xs, n).subs(xs, 0)) for n in (2, 3)]
mu_e, mu1, mu2 = [float(sy.diff(mu_sym, xs, n).subs(xs, 0)) for n in range(3)]
decay = np.exp(-r_e / r_s)
assert np.isclose(V2, 2 * D * a**2) and np.isclose(V3, -6 * D * a**3)
assert np.isclose(mu1, K * (1 - r_e / r_s) * decay)
assert np.isclose(mu2, K * (r_e / r_s**2 - 2 / r_s) * decay)


def perturbative(mass):
    """Harmonic quantum, length, cubic constant, means, dipole parts."""
    kin = kin_unit / mass
    w = np.sqrt(2 * kin * V2)
    length = np.sqrt(2 * kin / w)
    phi = V3 * length**3
    q_mean = -phi / (4 * w)
    return (w, length, phi, q_mean, length * q_mean, length**2 / 2,
            mu1 * length * q_mean, mu2 * length**2 / 4)


def closed_form(mass):
    """Exact Morse ground-state <x>, <x^2> and mean dipole."""
    Lam = np.sqrt(D * mass / kin_unit) / a
    shape = 2 * Lam - 1
    x1 = (np.log(2 * Lam) - digamma(shape)) / a
    x2 = x1**2 + polygamma(1, shape) / a**2
    t = 1 / (r_s * a)
    G = np.exp(gammaln(shape + t) - gammaln(shape) - t * np.log(2 * Lam))
    xG = G * (np.log(2 * Lam) - digamma(shape + t)) / a
    return Lam, x1, x2, K * decay * (r_e * G + xG)


grid = np.linspace(-0.7, 1.4, 241)
step = grid[1] - grid[0]


def dipole(x):
    return K * (r_e + x) * np.exp(-(r_e + x) / r_s)


def grid_solution(potential, mass):
    """Sinc-grid ground state: energy, <x>, <x^2>, mean dipole."""
    idx = np.arange(len(grid))
    diff = idx[:, None] - idx[None, :]
    safe = np.where(diff == 0, 1, diff)
    T = np.where(diff == 0, np.pi**2 / 3, 2.0 / safe**2)
    T = T * np.where(diff % 2 == 0, 1.0, -1.0)
    T *= kin_unit / mass / step**2
    energy, vec = eigh(T + np.diag(potential), subset_by_index=[0, 0])
    density = vec[:, 0]**2
    return (energy[0], density @ grid, density @ grid**2,
            density @ dipole(grid))


w, length, phi, q_mean, x_pt, x2_pt, part1, part2 = perturbative(mass_u)
Lam, x_exact, x2_exact, mu_exact = closed_form(mass_u)
E0, x_grid, x2_grid, mu_grid = grid_solution(
    D * (1 - np.exp(-a * grid))**2, mass_u)
mu_harm = grid_solution(V2 * grid**2 / 2, mass_u)[3]
shift_pt, shift_exact = part1 + part2, mu_exact - mu_e

assert abs(E0 - (w / 2 - w**2 / (16 * D))) < 1e-5
assert abs(x_grid - x_exact) < 1e-9 and abs(x2_grid - x2_exact) < 1e-9
assert abs(mu_grid - mu_exact) < 1e-9
assert np.isclose(x_pt, 3 / (4 * Lam * a))
assert np.isclose(x2_pt, 1 / (2 * Lam * a**2))
# without anharmonicity only the curvature part survives
assert abs((mu_harm - mu_e) / part2 - 1) < 0.01
assert (mu_harm - mu_e) < 0 < shift_exact
assert abs(shift_pt / shift_exact - 1) < 0.1

print("MORSE MODEL")
print(f"m = {mass_u} u, D = {D:.0f} cm^-1, a = {a} 1/A, r_e = {r_e} A")
print(f"K = {K} D/A, r* = {r_s} A")
print(f"hbar^2/(2m): {kin_unit / mass_u:.5f} cm^-1 A^2")
print(f"harmonic wavenumber: {w:.2f} cm^-1")
print(f"Morse parameter Lambda: {Lam:.4f}")
print(f"length (hbar/(m w))^(1/2): {length:.6f} A")
print(f"cubic constant phi: {phi:.2f} cm^-1")
print(f"mean dimensionless displacement: {q_mean:.6f}")
print(f"ground-state energy, grid: {E0:.3f} cm^-1")
print(f"<x> formula: {x_pt:.6f} A")
print(f"<x> exact:   {x_exact:.6f} A")
print(f"<x^2> formula: {x2_pt:.7f} A^2")
print(f"<x^2> exact:   {x2_exact:.7f} A^2")
print(f"equilibrium dipole: {mu_e:.6f} D")
print(f"dipole slope: {mu1:.6f} D/A")
print(f"dipole curvature: {mu2:.6f} D/A^2")
print(f"slope part of shift: {part1:.6f} D")
print(f"curvature part of shift: {part2:.6f} D")
print(f"total shift, formula: {shift_pt:.6f} D")
print(f"total shift, exact:   {shift_exact:.6f} D")
print(f"formula error: {100 * (shift_pt / shift_exact - 1):.2f} percent")
print(f"shift in harmonic potential, grid: {mu_harm - mu_e:.6f} D")
print(f"mean dipole, formula: {mu_e + shift_pt:.6f} D")
print(f"mean dipole, closed form: {mu_exact:.6f} D")
print(f"mean dipole, grid:        {mu_grid:.6f} D")
print(f"dipole at r_e + <x> (formula): {dipole(x_pt):.6f} D")

print("MASS SCALING: mass factor, formula shift, exact shift (D)")
errors = {}
for factor in (1, 4, 16, 256, 1024):
    pt = sum(perturbative(mass_u * factor)[6:])
    exact = closed_form(mass_u * factor)[3] - mu_e
    errors[factor] = exact - pt
    assert np.isclose(pt * np.sqrt(factor), shift_pt)
    if factor <= 16:
        print(f"{factor:3d}  {pt:.7f}  {exact:.7f}")
mass_ratio = errors[256] / errors[1024]
assert abs(mass_ratio - 4) < 0.2
print(f"remainder ratio, mass factor 256 to 1024: {mass_ratio:.3f}")

print("all good")
```

It prints:

```
THREE MODES (hbar = 1, model units)
formula <Q_i>/lam: [ 0.214286  0.087464 -0.010268]
diagonalized, lam=0.02: [ 0.214242  0.08746  -0.010268]
formula property shift/lam^2: 0.162916
diagonalized shift/lam^2, lam=0.04: 0.162877
diagonalized shift/lam^2, lam=0.02: 0.162907
remainder ratio on halving lam: 4.005
largest mean force, lam=0.04: 4.2e-15
MORSE MODEL
m = 1.0 u, D = 40000 cm^-1, a = 2.0 1/A, r_e = 1.2 A
K = 2.0 D/A, r* = 1.6 A
hbar^2/(2m): 16.85763 cm^-1 A^2
harmonic wavenumber: 3284.64 cm^-1
Morse parameter Lambda: 24.3558
length (hbar/(m w))^(1/2): 0.101314 A
cubic constant phi: -1996.68 cm^-1
mean dimensionless displacement: 0.151971
ground-state energy, grid: 1625.464 cm^-1
<x> formula: 0.015397 A
<x> exact:   0.015629 A
<x^2> formula: 0.0051323 A^2
<x^2> exact:   0.0055394 A^2
equilibrium dipole: 1.133680 D
dipole slope: 0.236183 D/A
dipole curvature: -0.738073 D/A^2
slope part of shift: 0.003636 D
curvature part of shift: -0.001894 D
total shift, formula: 0.001742 D
total shift, exact:   0.001687 D
formula error: 3.30 percent
shift in harmonic potential, grid: -0.001896 D
mean dipole, formula: 1.135422 D
mean dipole, closed form: 1.135367 D
mean dipole, grid:        1.135367 D
dipole at r_e + <x> (formula): 1.137229 D
MASS SCALING: mass factor, formula shift, exact shift (D)
  1  0.0017425  0.0016869
  4  0.0008712  0.0008575
 16  0.0004356  0.0004322
remainder ratio, mass factor 256 to 1024: 4.003
all good
```
